# Exact Rys quadrature for repulsion integrals over primitive Gaussians

## What goes wrong with too few points

An electron repulsion integral over Gaussians can be reduced to a single integral over a variable $t$ between 0 and 1, which is then evaluated as a weighted sum over a few points. Without knowing what kind of function is being integrated, one cannot say how many points are enough. For the integral $(p_zs|p_zs)$ worked out below, one point gives 0.1778 bohr$^7$, while the correct value is 0.1598 bohr$^7$. The error is 11% of the correct value, and nothing in the one-point result reveals it.

The cure is to show that the integrand is a polynomial in $t^2$ of known maximum degree, times a fixed exponential. A Gauss rule built for that exponential is then exact, in exact arithmetic, with a known number of points.

The integrals are, in atomic units,

$$(ab|cd)=\int\!\!\int \chi_a(\mathbf r_1)\chi_b(\mathbf r_1)\,\frac{1}{r_{12}}\,\chi_c(\mathbf r_2)\chi_d(\mathbf r_2)\,d^3r_1\,d^3r_2 .$$

Each $\chi$ is a real, unnormalised primitive: for centre $\mathbf A$ and exponent $a>0$, it is $(x-A_x)^{i}(y-A_y)^{j}(z-A_z)^{k}e^{-a|\mathbf r-\mathbf A|^2}$ with non-negative integer powers. The other three have exponents $b,c,d$ and centres $\mathbf B,\mathbf C,\mathbf D$. The sum of all twelve powers is $L$.

## The simple case: four s functions

**Pairs.** Let $p=a+b$ and $\mathbf P=(a\mathbf A+b\mathbf B)/p$. On one axis,

$$a(x-A)^2+b(x-B)^2=p(x-P)^2+\Big[aA^2+bB^2-\frac{(aA+bB)^2}{p}\Big].$$

Over the common denominator $p$, the bracket is $[(a+b)(aA^2+bB^2)-(aA+bB)^2]/p=ab(A-B)^2/p$. The product of two Gaussians is therefore one Gaussian at $P$ times a constant. With $q=c+d$ and $\mathbf Q=(c\mathbf C+d\mathbf D)/q$ for the second electron, the constants from all three axes combine to

$$K=\exp\Big(-\frac{ab}{p}|\mathbf A-\mathbf B|^2-\frac{cd}{q}|\mathbf C-\mathbf D|^2\Big).$$

**Separating the axes.** The factor $1/r_{12}$ couples $x$, $y$ and $z$. The Gaussian integral $\int_0^\infty e^{-u^2r^2}du=\sqrt\pi/(2r)$ removes the coupling:

$$\frac1{r_{12}}=\frac{2}{\sqrt\pi}\int_0^\infty e^{-u^2(x_1-x_2)^2}e^{-u^2(y_1-y_2)^2}e^{-u^2(z_1-z_2)^2}\,du .$$

The original integral converges absolutely, so the $u$ integration may be done last. At fixed $u$ there is one double integral per axis, with exponent $-E$, where

$$E=p(x_1-P)^2+q(x_2-Q)^2+u^2(x_1-x_2)^2 .$$

**The minimum of $E$.** Write $\Delta=P-Q$ for the component on this axis, $w=x_1-x_2$ at the minimum, and $\rho=pq/(p+q)$, so that $1/p+1/q=1/\rho$. Setting both derivatives to zero gives

$$x_1-P=-\frac{u^2w}{p},\qquad x_2-Q=\frac{u^2w}{q}.$$

Subtracting, $w-\Delta=-u^2w/\rho$, hence $w=\rho\Delta/(\rho+u^2)$. The minimum value is

$$E_0=\frac{u^4w^2}{p}+\frac{u^4w^2}{q}+u^2w^2=\frac{u^2w^2(u^2+\rho)}{\rho}=\frac{\rho u^2}{\rho+u^2}\Delta^2 .$$

This suggests the variable

$$t^2=\frac{u^2}{\rho+u^2},\qquad 1-t^2=\frac{\rho}{\rho+u^2},$$

which runs from 0 to 1 as $u$ runs from 0 to infinity. Then $E_0=\rho t^2\Delta^2$ and $w=(1-t^2)\Delta$.

**The Gaussian integral.** Let $y_1,y_2$ be the displacements of $x_1,x_2$ from the minimum. Then $E=E_0+\mathbf y^TG\mathbf y$ with

$$G=\begin{pmatrix}p+u^2&-u^2\\-u^2&q+u^2\end{pmatrix},$$

$$\det G=pq+(p+q)u^2=(p+q)(\rho+u^2)=\frac{pq}{1-t^2}.$$

The double integral is $e^{-E_0}\pi/\sqrt{\det G}=\pi\sqrt{(1-t^2)/(pq)}\;e^{-\rho t^2\Delta^2}$.

**The change of variable.** From $u=\sqrt\rho\,t(1-t^2)^{-1/2}$,

$$\frac{du}{dt}=\sqrt\rho\,\big[(1-t^2)^{-1/2}+t^2(1-t^2)^{-3/2}\big]=\sqrt\rho\,(1-t^2)^{-3/2}.$$

The three axes supply $(1-t^2)^{3/2}$, which cancels this singular factor. With $X=\rho|\mathbf P-\mathbf Q|^2$,

$$(ss|ss)=V\int_0^1e^{-Xt^2}dt,$$

$$V=\frac{2}{\sqrt\pi}\,\frac{\pi^3}{(pq)^{3/2}}\,\sqrt{\frac{pq}{p+q}}\;K=\frac{2\pi^{5/2}K}{pq\sqrt{p+q}} .$$

For $L=0$ the polynomial is the constant 1.

**Limit: distant pairs.** Let $R=|\mathbf P-\mathbf Q|$ grow at fixed $K$. For large $X$ the upper limit may be moved to infinity, and the $t$ integral tends to $\tfrac12\sqrt{\pi/X}$. Then

$$(ss|ss)\to\frac{\pi^{5/2}K}{pq\sqrt{p+q}}\cdot\frac{\sqrt\pi\sqrt{p+q}}{\sqrt{pq}\,R}=\frac{K(\pi/p)^{3/2}(\pi/q)^{3/2}}{R}.$$

This is the product of the two total charges divided by their distance, as Coulomb's law requires.

## Adding angular momentum

The powers insert factors such as $x_1-A$ and $x_2-C$ into the axis integrals. Each axis integral becomes its $s$-type value times the average of those factors over the normalised density $g\propto e^{-\mathbf y^TG\mathbf y}$. From here on $s=t^2$.

**Means.** From $u^2=\rho s/(1-s)$ we have $u^2w=\rho s\Delta$, so the mean positions are

$$\bar x_1=P-\frac{\rho}{p}\Delta\,s,\qquad \bar x_2=Q+\frac{\rho}{q}\Delta\,s .$$

**Covariances.** The covariance matrix of $g$ is $\Gamma=\tfrac12G^{-1}$:

$$\Gamma=\frac{1-s}{2pq}\begin{pmatrix}q+u^2&u^2\\u^2&p+u^2\end{pmatrix}.$$

Using $u^2(1-s)=\rho s$ and $1-\rho/q=q/(p+q)=\rho/p$,

$$\Gamma_{11}=\frac{q(1-s)+\rho s}{2pq}=\frac{1}{2p}\Big(1-\frac{\rho}{p}s\Big),$$

$$\Gamma_{12}=\frac{\rho s}{2pq}=\frac{s}{2(p+q)}.$$

Exchanging $p$ and $q$ gives $\Gamma_{22}=\frac1{2q}(1-\frac\rho q s)$. Means and covariances are all of first degree in $s$ at most.

**Limits: $s=0$ and $s=1$.** At $s=0$, $u=0$ and the coupling is absent. The means are $P$ and $Q$, and $\Gamma_{12}=0$. At $s=1$, $u$ is infinite and the coupling forces $x_1=x_2$. Since $\rho/p=q/(p+q)$ and $\rho/q=p/(p+q)$, both means become $(pP+qQ)/(p+q)$ and all entries of $\Gamma$ become $1/[2(p+q)]$. This describes a single coordinate with density proportional to $e^{-p(x-P)^2-q(x-Q)^2}$, as it should.

**Averages of products.** Differentiating $g$ gives $\partial_ig=-2\sum_jG_{ij}y_jg$. Multiplying by $\Gamma_{ki}$ and summing over $i$ gives $y_kg=-\sum_i\Gamma_{ki}\partial_ig$. For a polynomial $f$, integration by parts has no boundary terms, so

$$\langle y_kf\rangle=\sum_i\Gamma_{ki}\langle\partial_if\rangle .$$

Let $z_1,\dots,z_n$ be the linear factors on one axis, where $z_j$ belongs to electron $e(j)$. Each is $z_j=m_j+y_{e(j)}$, where $m_j$ is the mean position of its electron minus the orbital centre. Splitting $z_1$ in this way and applying the identity,

$$\langle z_1\cdots z_n\rangle=m_1\langle z_2\cdots z_n\rangle+\sum_{k=2}^n\Gamma_{e(1)e(k)}\Big\langle\prod_{j\ne1,k}z_j\Big\rangle .$$

**The degree.** For $n=0$ the average is 1. Suppose that averages of fewer than $n$ factors have degree in $s$ no larger than their number of factors. The first term then has degree at most $1+(n-1)=n$, and the others at most $1+(n-2)=n-1$. By induction, $n$ factors give degree at most $n$. Multiplying the three axes adds the degrees, and the powers add up to $L$. Therefore

$$\boxed{(ab|cd)=V\int_0^1M(t^2)\,e^{-Xt^2}dt,\qquad \deg M\le L}$$

with $M(s)$ the product of the three axis averages.

**When the degree is $L$.** A covariance uses up two factors and contributes one power of $s$ at most. The coefficient of $s^L$ thus comes from the product of means alone. If an axis has $n_1$ factors of electron 1 and $n_2$ of electron 2, this coefficient is

$$c_L=\prod_{\text{axes}}\Big(-\frac{\rho}{p}\Delta\Big)^{n_1}\Big(\frac{\rho}{q}\Delta\Big)^{n_2}.$$

It is nonzero if and only if $\Delta\ne0$ on every axis that carries angular momentum.

**Limit: $\mathbf P=\mathbf Q$.** Now the means no longer depend on $s$, and a power of $s$ costs two factors. The same induction gives degree at most $\lfloor n/2\rfloor$ per axis, and so at most $\lfloor L/2\rfloor$ in total.

## A polynomial worked by hand

Take $(p_zs|p_zs)$ with all exponents 1 bohr$^{-2}$ and centres at $z=0,1,2,3$ bohr. Then $p=q=2$ and $\rho=1$ bohr$^{-2}$. The pair centres are at 0.5 and 2.5 bohr, so $\Delta=-2$ bohr and $X=4$. Each pair contributes $e^{-1/2}$, so $K=e^{-1}=0.367879$ and

$$V=\frac{2\pi^{5/2}e^{-1}}{2\cdot2\cdot\sqrt4}=1.608867\ \text{bohr}^5 .$$

There are two factors, $z_1-A$ and $z_2-C$. In bohr their means are $0.5-\tfrac12(-2)s=\tfrac12+s$ and $(2.5-2)+\tfrac12(-2)s=\tfrac12-s$. Their covariance is $s/8$ bohr$^2$. Hence, in bohr$^2$,

$$M(s)=\Big(\frac12+s\Big)\Big(\frac12-s\Big)+\frac s8=\frac14+\frac s8-s^2 .$$

The degree is $L=2$, with leading coefficient $c=-1$.

The moments $F_m=\int_0^1t^{2m}e^{-Xt^2}dt$ are the Boys functions; here $F_0=0.4410407$, $F_1=0.0528406$ and $F_2=0.0175258$. They give the integral without any quadrature:

$$V\Big(\frac{F_0}4+\frac{F_1}8-F_2\Big)=1.608867\times0.0993395=0.159824\ \text{bohr}^7 .$$

## The Gauss rule for this weight

With $s=t^2$, $dt=ds/(2\sqrt s)$. The integral of a polynomial $f$ becomes

$$I[f]=\int_0^1f(s)\,\frac{e^{-Xs}}{2\sqrt s}\,ds ,$$

with a positive, integrable weight. Let $R_N$ be the polynomial of degree $N$ with leading coefficient 1 that satisfies $I[R_Nf]=0$ for every $f$ of degree below $N$. Orthogonalising $1,s,s^2,\dots$ in turn produces it.

**Its roots.** Suppose $R_N$ changed sign at only $k<N$ points $\sigma_j$ in $(0,1)$. Then $R_N\prod_j(s-\sigma_j)$ would keep one sign and have a nonzero integral. But the product over $j$ has degree below $N$, so the integral must vanish. Hence $R_N$ has $N$ simple roots $s_i$ inside $(0,1)$.

**Exactness.** Let $\ell_i$ be the polynomial of degree $N-1$ that is 1 at $s_i$ and 0 at the other roots, and set $w_i=I[\ell_i]$. Every polynomial $r$ of degree at most $N-1$ equals $\sum_ir(s_i)\ell_i$, so $I[r]=\sum_iw_ir(s_i)$. Now take $f$ of degree at most $2N-1$ and divide: $f=R_Nh+r$, with $h$ and $r$ of degree at most $N-1$. Orthogonality gives $I[R_Nh]=0$, and at the nodes $f(s_i)=r(s_i)$. Therefore

$$I[f]=I[r]=\sum_{i=1}^Nw_if(s_i),\qquad\deg f\le2N-1 .$$

Applied to $\ell_i^2$, of degree $2N-2$, this gives $w_i=I[\ell_i^2]>0$.

**Counting.** Exactness for $M$ is guaranteed when $2N-1\ge L$. If $L=2k$, this means $N\ge k+\tfrac12$, so $N=k+1$. If $L=2k+1$, it means $N\ge k+1$. Both cases read

$$N=\lfloor L/2\rfloor+1 .$$

**Fewer points.** Let any rule have $N\le\lfloor L/2\rfloor$ nodes. The square of its node polynomial $\prod_i(s-s_i)$ has degree $2N\le L$ and a positive integral, yet the rule returns zero for it. No smaller rule can therefore serve all polynomials of degree $L$, although a particular $M$ may need fewer points.

The error can be given when $M$ has degree $2N$ and leading coefficient $c$. Then $M-cR_N^2$ has degree at most $2N-1$ and is integrated exactly, while the rule gives zero for $R_N^2$. So

$$\text{exact}-\text{rule}=V\,c\,h_N,\qquad h_N=I[R_N^2].$$

## One point and two points

For $N=1$, $R_1=s-s_1$ must be orthogonal to 1. This gives $s_1=F_1/F_0=0.119809$, with weight $F_0$. Since $M(s_1)=0.250622$ bohr$^2$, the rule gives

$$1.608867\times0.4410407\times0.250622=0.177835\ \text{bohr}^7 .$$

The error formula needs $h_1=F_2-2s_1F_1+s_1^2F_0=F_2-F_1^2/F_0=0.0111950$. It predicts $1.608867\times(-1)\times0.0111950=-0.018011$ bohr$^7$, which is the difference $0.159824-0.177835$.

For $N=2$, write $R_2=s^2-\sigma s+\tau$. Orthogonality to 1 and to $s$ requires

$$F_2-\sigma F_1+\tau F_0=0,\qquad F_3-\sigma F_2+\tau F_1=0 .$$

Integrating the derivative of $t^{2m+1}e^{-Xt^2}$ from 0 to 1 gives $e^{-X}=(2m+1)F_m-2XF_{m+1}$. With $m=0$, $e^{-X}=F_0-8F_1=0.0183156$; with $m=2$, $F_3=(5F_2-e^{-X})/8=0.0086642$. Solving the two linear equations,

$$\sigma=\frac{F_0F_3-F_1F_2}{F_0F_2-F_1^2}=0.58637,\qquad \tau=\frac{F_1F_3-F_2^2}{F_0F_2-F_1^2}=0.030515 .$$

The roots $\sigma/2\pm\sqrt{\sigma^2/4-\tau}$ are $s_1=0.057723$ and $s_2=0.528647$. The conditions $w_1+w_2=F_0$ and $w_1s_1+w_2s_2=F_1$ give

$$w_2=\frac{F_1-s_1F_0}{s_2-s_1}=0.058146,\qquad w_1=F_0-w_2=0.382894 .$$

At the nodes $M$ is 0.253883 and 0.036613 bohr$^2$, so

$$V\sum_iw_iM(s_i)=1.608867\,(0.0972106+0.0021289)=0.159824\ \text{bohr}^7 ,$$

in agreement with the Boys-function value. Multiplying by the four normalisation factors, whose product is 1.032049 bohr$^{-8}$, gives 0.164946 hartree for normalised orbitals.

## Larger L, and a common centre

The numerical check also treats four centres in general position, with $X=2.761$. Its reference values come from the Coulomb energy in Fourier space, which uses neither $u$ nor $t$. For $L=0$ to 6 the rule with $\lfloor L/2\rfloor+1$ points agrees with them to better than $10^{-12}$ of the integral.

One point fewer fails in every case from $L=2$ on. For $(d_{xy}s|ss)$, with $L=2$, the error is 12.7 times the integral. This ratio is large partly because the integral is small, $-0.00198$ bohr$^7$; the error itself is about 0.025 bohr$^7$. For $(d_{xy}p_z|d_{xy}p_z)$, with $L=6$, three points instead of four leave an error of 3.2% of the integral.

The nodes and weights depend on $X$ and $N$ but not on the individual powers, so one rule serves a whole quartet of shells. For the 162 integrals of a $(dp|pp)$ quartet, $L=5$, three points reproduce the PySCF values to about $10^{-14}$ hartree. Two points miss by up to 0.0030 hartree, where the largest integral is 0.163 hartree. These figures use PySCF's Cartesian normalisation, in which the d functions have self-overlap 2.513 ($xx$, $yy$, $zz$) or 0.838 ($xy$, $xz$, $yz$); with every function normalised to one they are 0.0019 and 0.146 hartree.

**Limit: one common centre.** Put all four functions of $(d_{xy}s|p_xp_y)$ at one point. Here $L=4$, so the general count is three points. All means vanish, and the $x$ and $y$ axes each contribute $\Gamma_{12}$:

$$M(s)=\frac{s^2}{4(p+q)^2}.$$

The degree is 2, and two points suffice. One point does not: at $X=0$ the moments are $F_m=1/(2m+1)$, so the node is $F_1/F_0=1/3$. The rule replaces $I[s^2]=1/5$ by $1/9$, an error of $4/9$ of the integral. The computed relative error is 0.4444.

## Contracted functions

A contracted function is a fixed sum of primitives, so its repulsion integral is a sum over primitive quartets. Each quartet has its own $\rho$, $\mathbf P$ and $\mathbf Q$, and in general its own $X$. The sum is then not one polynomial times one exponential. The result holds term by term: every primitive quartet needs the rule for its own $X$, while the number of points $\lfloor L/2\rfloor+1$ is the same for all terms with the same powers.

## Calculated quantities

```
EXAMPLE 1: (pz s|pz s), centres on the z axis
exponents (bohr^-2): (1.0, 1.0, 1.0, 1.0)
centres z (bohr): [0. 1. 2. 3.]
p, q, rho (bohr^-2): 2.0000 2.0000 1.0000
P_z, Q_z (bohr): 0.5000 2.5000
X: 4.000000   K: 0.36787944
prefactor V (bohr^5): 1.60886724
mean of z1-A, coefficients of 1, s (bohr): [0.5 1. ]
mean of z2-C, coefficients of 1, s (bohr): [ 0.5 -1. ]
cross covariance, coefficients of 1, s (bohr^2): [0.    0.125]
M, coefficients of 1, s, s^2 (bohr^2): [ 0.25   0.125 -1.   ]
Boys F0, F1, F2: 0.4410406954 0.0528406321 0.0175257822
N=1 node s, weight, M(s) in bohr^2: 0.1198089714 0.4410406954 0.2506219318
N=2 node s, weight, M(s) in bohr^2: 0.0577229233 0.3828944523 0.2538834295
N=2 node s, weight, M(s) in bohr^2: 0.5286471374 0.0581462431 0.0366130963
one-point result (bohr^7): 0.1778352894
two-point result (bohr^7): 0.1598240200
Boys-function sum (bohr^7): 0.1598240200
Fourier-space reference (bohr^7): 0.1598240200
h_1: 0.0111950004
predicted one-point error V c h_1 (bohr^7): -0.0180112694
found one-point error (bohr^7): -0.0180112694
product of the four normalisation factors (bohr^-8): 1.03204910
integral over normalised orbitals (hartree): 0.1649462363
EXAMPLE 2: off-axis quartet
exponents (bohr^-2): (0.9, 0.7, 1.1, 0.6)
centre A (bohr): [0. 0. 0.]
centre B (bohr): [ 0.5 -0.3  0.4]
centre C (bohr): [ 1.   1.2 -0.8]
centre D (bohr): [ 1.4  0.6 -1.2]
rho (bohr^-2): 0.824242   X: 2.761186
L=5 (dxy pz|px pz), s^5 coefficient from grid (bohr^5): 0.03813859
same coefficient from product of slopes (bohr^5): 0.03813859
largest difference of order 6 over smallest of order 5: 2.3e-14
L, N=floor(L/2)+1, integral (bohr^(5+L)), rel. error N, N-1 points
0 1 2.3371639063 2e-14 no rule
1 1 0.6880691762 1e-14 no rule
2 2 -0.0019838672 9e-13 1.27e+01
3 2 -0.0124385041 4e-14 1.69e+00
4 3 0.0009538699 6e-14 4.68e-01
5 3 0.0002634619 7e-14 1.32e+00
6 4 -0.0002652814 1e-14 3.20e-02
(dp|pp) integrals compared with PySCF: 162
largest integral (hartree): 0.16304205
largest deviation, 3 points (hartree): 1.1e-14
largest deviation, 2 points (hartree): 2.972e-03
EXAMPLE 3: (dxy s|px py), same exponents, one common centre, L=4
degree of M in s: 2
integral (bohr^9): 0.0325102963
relative error with 1 and 2 points: 0.4444 6e-15
```
